# Hershfield's Density Operator and the Current Through a Resonant Level

A spinless level $d$ is coupled to two leads $\alpha=L,R$. Writing $a=(\alpha,k)$ for a lead mode,

$$H=H_0+V,\qquad H_0=\sum_a\varepsilon_a c_a^\dagger c_a+\varepsilon_d d^\dagger d,\qquad V=\sum_a\left(V_a c_a^\dagger d+V_a^* d^\dagger c_a\right).$$

The leads have bounded continuous spectra, and there are no interactions. Before contact, both leads have inverse temperature $\beta=1/kT$ but different chemical potentials:

$$\rho_0=\frac{e^{-\beta(H_0-Y_0)}}{Z},\qquad Y_0=\sum_a\mu_\alpha c_a^\dagger c_a .$$

At $t=0$ the coupling is switched on. The problem is to find the state reached at long times as one explicit density operator, and to compute its current. Lower-case $h,h_0,v,y_0$ are the one-particle matrices of $H,H_0,V,Y_0$, so that $h_{ad}=V_a$. The leads are made infinite before any limit $\eta\to0^+$ or $t\to\infty$.

## (a) Scattering operators

**Find the operators $\psi_a^\dagger$ that satisfy $[H,\psi_a^\dagger]=\varepsilon_a\psi_a^\dagger+i\eta(\psi_a^\dagger-c_a^\dagger)$.**

**Solution.** Let $\psi_a^\dagger$ create the one-particle state $|\psi_a\rangle$. Commuting $H$ with it applies $h$ to that state, so the condition reads

$$(\varepsilon_a+i\eta-h)|\psi_a\rangle=i\eta|a\rangle .$$

The source term selects the retarded solution, because

$$|\psi_a\rangle=\frac{\eta}{\hbar}\int_0^\infty ds\,e^{-\eta s/\hbar}\,e^{i\varepsilon_a s/\hbar}e^{-ihs/\hbar}|a\rangle .$$

This is the mode $|a\rangle$ evolved under $h$ for a time $s$, with its free phase removed, averaged over long times.

The component of the condition on lead mode $b$ is $(\varepsilon_a-\varepsilon_b+i\eta)\psi_a(b)-V_b\psi_a(d)=i\eta\delta_{ab}$, hence

$$\psi_a(b)=\delta_{ab}+\frac{V_b\,\psi_a(d)}{\varepsilon_a-\varepsilon_b+i\eta}.$$

The component on $d$ is $(\varepsilon_a+i\eta-\varepsilon_d)\psi_a(d)=\sum_bV_b^*\psi_a(b)$. Inserting $\psi_a(b)$ gives

$$\psi_a(d)=V_a^*G_a,\qquad G(E)=\frac1{E+i\eta-\varepsilon_d-\Sigma(E)},\qquad \Sigma(E)=\sum_b\frac{|V_b|^2}{E-\varepsilon_b+i\eta},$$

with $G_a=G(\varepsilon_a)$. Therefore

$$\psi_a^\dagger=c_a^\dagger+V_a^*G_a\left[d^\dagger+\sum_b\frac{V_b}{\varepsilon_a-\varepsilon_b+i\eta}\,c_b^\dagger\right].$$

For $\eta\to0^+$, $\Sigma=\Sigma_L+\Sigma_R$ with $\mathrm{Im}\,\Sigma_\alpha=-\Gamma_\alpha/2$ and $\Gamma_\alpha(E)=2\pi\sum_{k}|V_{\alpha k}|^2\delta(E-\varepsilon_{\alpha k})$.

## (b) Are they a complete set of fermions?

**Compute $\{\psi_a,\psi_b^\dagger\}$, and find when the $\psi_a$ span the whole one-particle space.**

**Solution.** The anticommutator is the overlap $\langle\psi_a|\psi_b\rangle$. With $x=\varepsilon_b-\varepsilon_a$, the components from (a) give

$$\langle\psi_a|\psi_b\rangle=\delta_{ab}+V_aV_b^*\left[\frac{G_b-G_a^*}{x+i\eta}+G_a^*G_b(1+S)\right],$$

$$S=\sum_q\frac{|V_q|^2}{(\varepsilon_a-\varepsilon_q-i\eta)(\varepsilon_b-\varepsilon_q+i\eta)}=\frac{\Sigma_a^*-\Sigma_b}{x+2i\eta}.$$

The last step uses partial fractions, since the two denominators differ by $x+2i\eta$. From the definition of $G$, $G_b^{-1}-(G_a^*)^{-1}=x+2i\eta-\Sigma_b+\Sigma_a^*$, so $1+S$ equals this difference divided by $x+2i\eta$. Hence $G_a^*G_b(1+S)=(G_a^*-G_b)/(x+2i\eta)$, and

$$\{\psi_a,\psi_b^\dagger\}=\delta_{ab}+V_aV_b^*(G_b-G_a^*)\left[\frac1{x+i\eta}-\frac1{x+2i\eta}\right].$$

In a continuum both fractions tend to the same distribution $1/(x+i0^+)$ as $\eta\to0^+$, and the correction vanishes when it is summed against smooth wave packets. This requires a level spacing much smaller than $\eta$, which is why the leads become infinite first.

For completeness, consider first the weight of the $\psi_a$ on $d$. Inside the band $\mathrm{Im}\,G=|G|^2\,\mathrm{Im}\,\Sigma=-\tfrac12(\Gamma_L+\Gamma_R)|G|^2$, so

$$\sum_a|\psi_a(d)|^2=\int\frac{dE}{2\pi}(\Gamma_L+\Gamma_R)|G|^2=-\frac1\pi\int_{\rm band}dE\,\mathrm{Im}\,G .$$

$G$ is analytic in the upper half-plane and falls as $1/E$, so $-\frac1\pi\int\mathrm{Im}\,G\,dE=1$ over the whole real axis. A bound state at $E_b$ outside the band contributes $z=1/(1-\Sigma'(E_b))$, its weight on $d$. The band therefore supplies $1-\sum z$, which is 1 without bound states.

In that case $|d\rangle$ lies in the span of the $\psi_a$. Let $|\phi\rangle$ be orthogonal to this span. The span is invariant under $h$, and so is its complement. Every vector $\phi'$ in the complement thus satisfies $\langle d|\phi'\rangle=0$ and $\langle d|h|\phi'\rangle=0$, hence $\sum_bV_b^*\phi'(b)=0$, and $h$ acts on it as $h_0$. Then

$$0=\langle\psi_a|\phi\rangle=\langle a|\phi\rangle+\psi_a^*(d)\sum_b\frac{V_b^*\phi(b)}{\varepsilon_a-\varepsilon_b-i\eta}.$$

The sum is $\sum_bV_b^*\phi'(b)$ with $\phi'=(\varepsilon_a-i\eta-h)^{-1}\phi$, again in the complement, so it vanishes. All $\langle a|\phi\rangle$ are zero, and $\phi=0$. Without bound states the set is complete and

$$H=\sum_a\varepsilon_a\psi_a^\dagger\psi_a .$$

For leads that are semi-infinite chains with hopping $-J_0$, joined to $d$ by $-t_\alpha$, the condition is explicit. The end-site Green's function obeys $g=1/(E-J_0^2g)$. With $E=-2J_0\cos k$ its retarded solution is $g=-e^{ik}/J_0$, so $\Sigma_\alpha=-t_\alpha^2e^{ik}/J_0$ and $\Gamma_\alpha=2t_\alpha^2\sin k/J_0$. Above the band $\Sigma$ is real and decreasing, with $\Sigma(2J_0)=(t_L^2+t_R^2)/J_0$. The function $E-\varepsilon_d-\Sigma$ then increases, and has no zero there if it is positive at $2J_0$. The lower edge is its mirror image, so bound states are absent for

$$|\varepsilon_d|<2J_0-\frac{t_L^2+t_R^2}{J_0}.$$

## (c) The long-time state

**Evolve $\rho_0$ and find the operator that replaces $H_0-Y_0$ at long times.**

**Solution.** Write $A(t)=e^{-iHt/\hbar}Ae^{iHt/\hbar}$. Unitary evolution acts inside the exponential, and $H(t)=H$, so

$$\rho(t)=\frac1Ze^{-\beta[H_0(t)-Y_0(t)]},\qquad H_0(t)=H-V(t).$$

Let $u=e^{-iht/\hbar}$ and $|\chi\rangle=\sum_aV_a|a\rangle$. The matrix of $V(t)$ is $u(|\chi\rangle\langle d|+|d\rangle\langle\chi|)u^\dagger$. Acting on a fixed local state $\phi$, it gives a vector whose size is set by $\langle d|u^\dagger|\phi\rangle$ and $\langle\chi|u^\dagger|\phi\rangle$. With a continuous spectrum and no bound state, these amplitudes are Fourier integrals of integrable functions of energy, and they vanish as $t\to\infty$. On local states $V(t)$ therefore drops out, and $H_0(t)\to H$.

For the other term, $u\,y_0u^\dagger=\sum_a\mu_\alpha\,u|a\rangle\langle a|u^\dagger$. By the integral in (a), $e^{i\varepsilon_at/\hbar}u|a\rangle$ tends, within wave packets, to $|\psi_a\rangle$, because a long-time average equals the limit when the limit exists. I assume that it does, that is, that the amplitudes above decay fast enough. The phases cancel between ket and bra, leaving

$$Y=\sum_a\mu_\alpha\,\psi_a^\dagger\psi_a,\qquad [H,Y]=0 .$$

The matrices $h_0(t)-y_0(t)$ are uniformly bounded and converge on every fixed vector. So do their powers, and, by polynomial approximation, so does their Fermi function. That function fixes all one-body correlations. The state is Gaussian, so Wick's theorem gives the rest. For every local observable the steady state is thus

$$\rho=\frac1Ze^{-\beta(H-Y)}=\frac1Z\exp\Big[-\beta\sum_a(\varepsilon_a-\mu_\alpha)\psi_a^\dagger\psi_a\Big].$$

This is Hershfield's operator. It is a statement about local expectation values, since $Z$ itself diverges for infinite leads. If the leads had different temperatures, the same argument would put $\beta_\alpha(\varepsilon_a-\mu_\alpha)$ inside the sum, which is no longer $\beta(H-Y)$ with one $\beta$.

## (d) Occupations, and why $Y_0$ will not do

**Find the one-body correlations in $\rho$. What current would $e^{-\beta(H-Y_0)}$ carry?**

**Solution.** The exponent is a sum over independent fermions, so $\langle\psi_a^\dagger\psi_b\rangle=\delta_{ab}f_\alpha(\varepsilon_a)$ with $f_\alpha(E)=1/(e^{\beta(E-\mu_\alpha)}+1)$. Each scattering state keeps the occupation of the lead from which it comes. For any two orbitals $i,j$ with annihilation operators $a_i,a_j$, completeness gives

$$C_{ij}\equiv\langle a_j^\dagger a_i\rangle=\sum_af_\alpha(\varepsilon_a)\,\psi_a(i)\psi_a^*(j)=\left[\frac1{e^{\beta(h-y)}+1}\right]_{ij}.$$

The current into $R$ follows from $\dot N_R=\frac i\hbar[H,N_R]$. With $[c_k^\dagger d,N_R]=-c_k^\dagger d$ and $[d^\dagger c_k,N_R]=d^\dagger c_k$,

$$\langle\dot N_R\rangle=\frac i\hbar\sum_{k\in R}\left(V_k^*\langle d^\dagger c_k\rangle-V_k\langle c_k^\dagger d\rangle\right)=\frac2\hbar\,\mathrm{Im}\sum_{k\in R}V_k\langle c_k^\dagger d\rangle .$$

The phases of the lead modes can be chosen to make all $V_a$ real. Then $h$ and $y_0$ are real, the Fermi function of $h-y_0$ is real, and the current is zero despite $\mu_L\ne\mu_R$. The operator $e^{-\beta(H-Y_0)}$ describes leads polarized by a static potential. The current in $\rho$ comes from the imaginary part of $y$, which the retarded boundary condition supplies.

## (e) The current

**Evaluate the particle current $J=-\langle\dot N_L\rangle$ out of the left lead.**

**Solution.** By the formula in (d) applied to $L$, with $\langle c_k^\dagger d\rangle=\sum_af_\alpha\psi_a(d)\psi_a^*(k)$,

$$J=-\frac2\hbar\,\mathrm{Im}\sum_{k\in L}V_k\langle c_k^\dagger d\rangle=\frac2\hbar\sum_af_\alpha(\varepsilon_a)\,\mathrm{Im}\left[\psi_a^*(d)S_a\right],\qquad S_a=\sum_{k\in L}V_k^*\psi_a(k).$$

The sign changed because the complex conjugate was taken inside Im.

*States from $R$.* There is no incident wave in $L$, so $S_a=\Sigma_L\psi_a(d)$. Each state contributes $\frac2\hbar|\psi_a(d)|^2\,\mathrm{Im}\,\Sigma_L=-\Gamma_L|V_a|^2|G_a|^2/\hbar$.

*States from $L$.* Now $S_a=V_a^*+\Sigma_L\psi_a(d)$. The incident term gives $\psi_a^*(d)V_a^*=|V_a|^2G_a^*$, whose imaginary part is $+\tfrac12(\Gamma_L+\Gamma_R)|V_a|^2|G_a|^2$. The total is

$$\frac2\hbar|V_a|^2|G_a|^2\left[\frac{\Gamma_L+\Gamma_R}2-\frac{\Gamma_L}2\right]=\frac{\Gamma_R}\hbar|V_a|^2|G_a|^2 .$$

Replacing $\sum_{k\in\alpha}|V_{\alpha k}|^2$ by $\int dE\,\Gamma_\alpha/2\pi$ and using $h_{\rm P}=2\pi\hbar$ for Planck's constant,

$$J=\frac1{h_{\rm P}}\int dE\;\Gamma_L\Gamma_R|G|^2\,(f_L-f_R).$$

This is the Landauer current with transmission $\Gamma_L\Gamma_R|G|^2$. No expansion in coupling or bias was made. If the $\Gamma_\alpha$ are constant, $\Sigma_\alpha=-i\Gamma_\alpha/2$, and the bias window covers the whole resonance, then $\int|G|^2dE=2\pi/(\Gamma_L+\Gamma_R)$ and $J=\Gamma_L\Gamma_R/[\hbar(\Gamma_L+\Gamma_R)]$, the rate of two escape steps in series.

## (f) The operator on a finite chain

**Follow the approach to the steady state for chain leads, and see what a bound state changes.**

**Solution.** Take $\varepsilon_d=0.3$, $t_L=0.5$, $t_R=0.4$, $kT=0.1$, $\mu_L=0.5$, $\mu_R=-0.3$ in units of $J_0$, with 250 sites per lead. Diagonalizing $h$ gives $u$ and $y_0(t)=uy_0u^\dagger$. Diagonalizing $h-y_0(t)$ gives $C$, and the bond from $d$ to the right lead gives the current. The fastest waves move two sites per $\hbar/J_0$, so reflections from the chain ends return only near $t=250\,\hbar/J_0$.

In units of $J_0/\hbar$, quadrature of the Landauer integral gives $0.08647$. The exponential gives $0.08643$ at $t=10\,\hbar/J_0$, which is 0.05% low, and $0.08647$ at $t=40$ and $120\,\hbar/J_0$.

The bound-state threshold is $2-(0.25+0.16)=1.59$. Raising the level to $\varepsilon_d=2.5$ with the other parameters fixed gives a bound state with weight $z=0.907$ on $d$. The occupations of an initially full and an initially empty level then differ at time $t$ by $|\langle d|u|d\rangle|^2$. The continuum part of this amplitude decays, and the bound part leaves $z^2=0.823$; the chain gives $0.823$ at $t=120\,\hbar/J_0$. For $\varepsilon_d=0.3$ the difference is about $2\times10^{-9}$ at that time, and it oscillates between roughly $10^{-9}$ and $7\times10^{-9}$ for $t$ from 115 to $125\,\hbar/J_0$. With a bound state the long-time state remembers its preparation, and $Y$ does not determine it. The memory shows in the occupation of the level. For either preparation the current between $t=110$ and $120\,\hbar/J_0$ stays within 2% of the Landauer value $0.00338$.

## (g) A molecular junction

**Estimate the current through a molecule between metal contacts at 300 K and 0.5 V, and judge the model.**

**Solution.** Rough values are a level 0.6 eV above the mean Fermi energy, $\Gamma_L=30$ meV, $\Gamma_R=20$ meV at the band centre, and chain leads of half-bandwidth 5 eV centred on the mean Fermi energy. Two independent spins give $I=2eJ$, and $\mu_{L,R}=\pm0.25$ eV.

Off resonance $|G|^2\approx1/(E-\varepsilon_d)^2$, and at zero temperature the integral is

$$\Gamma_L\Gamma_R\left[\frac1{0.35}-\frac1{0.85}\right]\mathrm{eV}^{-1}=6\times10^{-4}\times1.68\ \mathrm{eV}=1.01\ \mathrm{meV}.$$

Multiplication by $2e^2/h_{\rm P}=77.5\ \mu$A/V gives 78 nA. The leading Sommerfeld correction to the bracket, $\frac{\pi^2}6(kT)^2\left[2/0.35^3-2/0.85^3\right]$ with $kT=0.02585$ eV, adds 2.8%. Quadrature of the full formula gives **80 nA**. At 0.1 and 0.3 V it gives 13 and 42 nA, so $I/V$ rises from about 130 to 160 nA/V between 0.1 and 0.5 V as the window edge nears the level.

For constant $\Gamma_\alpha$ and infinite bandwidth the integral closes. Let $\gamma=(\Gamma_L+\Gamma_R)/2$, $x_\alpha=\varepsilon_d-\mu_\alpha$ and $\omega_n=(2n+1)\pi kT$. Expand $f_\alpha=\frac12-2kT\sum_{n\ge0}\mathrm{Re}\,[E-\mu_\alpha+i\omega_n]^{-1}$. Each term is analytic in the upper half-plane, so its average over the normalized Lorentzian is its value at $E=\varepsilon_d+i\gamma$. The sum is a digamma series:

$$\langle f_\alpha\rangle=\frac12-2kT\sum_{n\ge0}\frac{x_\alpha}{x_\alpha^2+(\gamma+\omega_n)^2}=\frac12-\frac1\pi\,\mathrm{Im}\,\Psi(z_\alpha),\qquad z_\alpha=\frac12+\frac{\gamma+ix_\alpha}{2\pi kT}.$$

Since $|G|^2$ is $\pi/\gamma$ times that Lorentzian,

$$I=\frac{2e}{h_{\rm P}}\,\frac{\Gamma_L\Gamma_R}{\gamma}\left[\mathrm{Im}\,\Psi(z_R)-\mathrm{Im}\,\Psi(z_L)\right].$$

It gives 80.3 nA, so the finite band matters little here.

Real junctions break other assumptions by more. The following changes of the 0.5 V current are each computed with the other settings fixed, from rough inputs:

- Charging energy 1 eV: the level holds 0.016 electrons per spin, which shifts it by 16 meV in first-order mean field and changes the current by −6%. First order also needs a charging energy small against $\varepsilon_d-\mu_\alpha$, which is 0.35 and 0.85 eV here, so this figure overstates the effect. In equilibrium at zero temperature, for a level 0.35 to 0.85 eV above the Fermi energy, the exact change of occupation is only about 0.55 to 0.7 of the first-order value.
- A level that follows 10% of the bias moves by 0.05 eV: −18% or +25%, depending on direction.
- Slow vibrations with reorganization energy $\lambda=0.1$ eV, treated as a static Gaussian spread $\sqrt{2\lambda kT}=0.07$ eV of the level: +9%.
- A second level 3 eV below, with couplings of equal magnitude: −37% if the products of its left and right couplings have the same sign for both levels, +48% if opposite. These are relative to the wide-band current.

The value 80 nA is therefore an estimate of order 100 nA for these inputs. The single-level assumption is the weakest of those sized here. The first-order mean-field treatment of charging gives only the rough size of the effect at this bias. Near resonance the occupation is no longer small, and the treatment loses its justification altogether.
